# Nitrogen-atom titration by nitric oxide in a flow tube: a numerical check

```python
"""Titration N + NO -> N2 + O in a flow tube.
Result under test: with equal inlet densities N0 of N and NO,
    N(z) = N0 / (1 + k N0 z / v),   algebraic, tending to v/(k z);
with unequal densities the approach to the final state is exponential.
k: rate constant (cm^3/s), v: mean flow speed (cm/s), z: distance (cm).
delta = (N0 - NO0)/N0 is the dosing mismatch; x = k N0 z / v.
Wall loss of N at rate k_w finally turns the algebraic law exponential.
Densities inside the solvers are in units of N0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp
from scipy.optimize import brentq
from scipy.special import lambertw

# Rough typical values for a nitrogen afterglow flow tube
pressure_torr, temperature = 2.0, 300.0
radius, length, speed = 1.25, 60.0, 1000.0
n_inlet, k_rate = 1.0e13, 3.0e-11
diff_N, diff_NO = 110.0, 80.0            # cm^2/s at this pressure
gamma_low, gamma_high = 1.0e-5, 1.0e-4   # wall loss probabilities of N
viscosity = 1.8e-4                       # g/(cm s)
heat_eV = 3.3                            # heat released per reaction
k_O_NO_M, k_N_N_M, k_N_O_M = 1.0e-31, 4.0e-33, 1.0e-32   # cm^6/s
k_N_NO2, k_O_NO2 = 1.2e-11, 1.0e-11                      # cm^3/s

gas_density = pressure_torr * const.torr / (const.k * temperature) * 1e-6
mass_N = 14.007 * const.atomic_mass
thermal_speed = 100 * np.sqrt(8 * const.k * temperature / (np.pi * mass_N))
inverse_length = k_rate * n_inlet / speed
x_exit = inverse_length * length


def wall_rate(gamma):
    return gamma * thermal_speed / (2 * radius)


def closed_form(z, delta):
    """N/N0 from the derived formulas."""
    x = inverse_length * np.asarray(z, dtype=float)
    if delta == 0:
        return 1 / (1 + x)
    return delta / (1 - (1 - delta) * np.exp(-delta * x))


def integrate(points, delta=0.0, k_wall=0.0, dense=False):
    """Direct integration of the two balance equations along z."""
    def slope(z, y):
        reaction = inverse_length * y[0] * y[1]
        return [-reaction - k_wall / speed * y[0], -reaction]
    return solve_ivp(slope, (0, points[-1]), [1.0, 1.0 - delta],
                     method="DOP853", t_eval=None if dense else points,
                     dense_output=dense, rtol=1e-11, atol=1e-25)


# --- closed forms against direct integration ---
stations = np.array([0.0, 5.0, 10.0, 20.0, 40.0, 60.0])
for mismatch in (0.0, 0.1, -0.1, -1.0):
    numeric = integrate(stations, mismatch).y[0]
    assert np.allclose(numeric, closed_form(stations, mismatch), rtol=1e-6)

# --- algebraic power for equal dosing, exponential rate for excess NO ---
far = np.array([1.0e4, 1.02e4]) / inverse_length
far_N = integrate(far).y[0]
power = np.log(far_N[1] / far_N[0]) / np.log(far[1] / far[0])
assert abs(power + 1) < 1e-3   # finite distance leaves a 1/x remainder
late = np.array([200.0, 220.0]) / inverse_length
late_N = integrate(late, -0.1).y[0]
excess_rate = -np.log(late_N[1] / late_N[0]) / (late[1] - late[0])
assert abs(excess_rate / (0.1 * inverse_length) - 1) < 1e-5
late_excess_N = integrate(late, 0.1).y[0][-1]
assert abs(late_excess_N / 0.1 - 1) < 1e-6

# --- successive halving distances double ---
path = integrate([length], dense=True).sol
marks = [0.0] + [brentq(lambda z: path(z)[0] - 0.5**j, 0, length)
                 for j in (1, 2, 3, 4)]
halvings = np.diff(marks)
assert np.allclose(halvings[1:] / halvings[:-1], 2, rtol=1e-5)

# --- discrete pairs: mean waiting time per event is 1/(c m^2) ---
pairs_start, pairs_end = 100000, 5000
levels = np.arange(pairs_end + 1, pairs_start + 1, dtype=float)
mean_time = np.sum(1 / levels**2)        # in units of 1/c
predicted = pairs_start / (1 + pairs_start * mean_time)
assert abs(predicted / pairs_end - 1) < 5e-4   # order 1/pairs_end

# --- sensitivity to dosing mismatch ---
step = 1e-4
exit_plus = integrate([length], step).y[0][-1]
exit_minus = integrate([length], -step).y[0][-1]
sensitivity = (exit_plus - exit_minus) / (2 * step) * (1 + x_exit)
sensitivity_formula = (x_exit + x_exit**2 / 2) / (1 + x_exit)
assert abs(sensitivity / sensitivity_formula - 1) < 1e-3

# --- wall loss: leftover NO and final exponential rate ---
k_wall = wall_rate(gamma_low)
epsilon = k_wall / (k_rate * n_inlet)
leftover = epsilon * lambertw(1 / epsilon).real
final_rate = k_wall + k_rate * n_inlet * leftover
very_far = np.array([3000.0, 3500.0]) / inverse_length
wall_run = integrate(very_far, k_wall=k_wall).y
measured_rate = (-np.log(wall_run[0, 1] / wall_run[0, 0])
                 * speed / (very_far[1] - very_far[0]))
assert abs(wall_run[1, 1] / leftover - 1) < 1e-4
assert abs(measured_rate / final_rate - 1) < 1e-4


# --- side reactions in the gas and wall loss, at the exit ---
def exit_with_losses(gamma, side_reactions):
    on = 1.0 if side_reactions else 0.0
    three_body = on * gas_density * n_inlet

    def slope(t, y):
        N, NO, O, NO2 = y
        main = k_rate * n_inlet * N * NO
        make_NO2 = k_O_NO_M * three_body * O * NO
        N_NO2 = on * k_N_NO2 * n_inlet * N * NO2
        O_NO2 = on * k_O_NO2 * n_inlet * O * NO2
        N_N = k_N_N_M * three_body * N * N
        N_O = k_N_O_M * three_body * N * O
        return [-main - N_NO2 - 2 * N_N - N_O - wall_rate(gamma) * N,
                -main - make_NO2 + O_NO2 + N_O,
                main - make_NO2 + N_NO2 - O_NO2 - N_O,
                make_NO2 - N_NO2 - O_NO2]
    run = solve_ivp(slope, (0, length / speed), [1.0, 1.0, 0.0, 0.0],
                    method="LSODA", rtol=1e-10, atol=1e-14)
    return run.y[0, -1]


plug_exit = float(closed_form(length, 0.0))


def percent(value):
    return 100 * (value / plug_exit - 1)


wall_low = percent(exit_with_losses(gamma_low, False))
wall_high = percent(exit_with_losses(gamma_high, False))
side_only = percent(exit_with_losses(0.0, True))

# --- axial diffusion: boundary-value solution and first-order estimate ---
axial = diff_N / (speed * length)
mesh = np.linspace(0, 1, 801)
guess = 1 / (1 + x_exit * mesh)
bvp = solve_bvp(
    lambda s, y: np.vstack([y[1], (y[1] + x_exit * y[0]**2) / axial]),
    lambda a, b: np.array([a[0] - 1, b[1] + x_exit * b[0]**2]),
    mesh, np.vstack([guess, -x_exit * guess**2]), tol=1e-7, max_nodes=20000)
assert bvp.success
axial_change = percent(bvp.y[0, -1])
axial_estimate = (100 * 2 * diff_N * k_rate * n_inlet * plug_exit / speed**2
                  * np.log(1 + x_exit))
# the next order in diff_N k N0 / v^2 is several percent of the first
assert abs(axial_change / axial_estimate - 1) < 0.12


# --- laminar profile with radial diffusion of N and NO ---
def laminar(cells, core_injection, diffusion_factor=1.0):
    """Area-averaged N/N0 at one and two tube lengths."""
    edges = np.linspace(0, radius, cells + 1)
    width = radius / cells
    area = np.diff(edges**2)
    flow = 2 * speed * (1 - (edges[1:]**2 + edges[:-1]**2) / (2 * radius**2))

    def spread(c, coefficient):
        flux = np.zeros(cells + 1)
        flux[1:-1] = (2 * edges[1:-1] * coefficient * diffusion_factor
                      * np.diff(c) / width)
        return np.diff(flux) / area

    def slope(z, y):
        N, NO = y[:cells], y[cells:]
        reaction = k_rate * n_inlet * N * NO
        return np.concatenate([(spread(N, diff_N) - reaction) / flow,
                               (spread(NO, diff_NO) - reaction) / flow])
    NO_start = np.ones(cells)
    if core_injection:                   # NO only inside half the radius
        NO_start[cells // 2:] = 0.0
        NO_start *= np.sum(area * flow) / np.sum(area * flow * NO_start)
    run = solve_ivp(slope, (0, 2 * length),
                    np.concatenate([np.ones(cells), NO_start]),
                    method="BDF", t_eval=[length, 2 * length],
                    rtol=1e-7, atol=1e-10)
    assert run.success
    return area @ run.y[:cells] / radius**2


uniform_exit = laminar(40, False)
core_exit = laminar(40, True)
core_coarse = laminar(20, True)
grid_shift = 100 * (core_exit[0] / core_coarse[0] - 1)
assert abs(grid_shift) < 1.0
fast_mixed = laminar(20, True, 100.0)
assert abs(fast_mixed[0] / plug_exit - 1) < 5e-3
slope_ratio = (1 / core_exit[1] - 1 / core_exit[0]) / x_exit
assert abs(slope_ratio - 1) < 0.03   # remaining dispersion, falling with N

# --- remaining small effects ---
drop_torr = (8 * viscosity * length * speed / radius**2) * 0.1 / const.torr
heating = heat_eV * const.e * n_inlet / (3.5 * const.k * gas_density)
mixing_time = radius**2 / (3.8317**2 * diff_NO)

print(f"pressure {pressure_torr:.1f} Torr, temperature {temperature:.0f} K")
print(f"tube radius {radius:.2f} cm, length {length:.0f} cm")
print(f"flow speed {speed:.0f} cm/s")
print(f"inlet N density {n_inlet:.2e} cm^-3")
print(f"rate constant {k_rate:.2e} cm^3/s")
print(f"gas density {gas_density:.3e} cm^-3")
print(f"reaction length v/(k N0) {1/inverse_length:.3f} cm")
print(f"reaction time 1/(k N0) {1e3/(k_rate*n_inlet):.3f} ms")
print(f"residence time {1e3*length/speed:.1f} ms, x at exit {x_exit:.2f}")
print("z (cm); N (cm^-3) for equal NO, 10% excess NO, double NO:")
for z in stations:
    row = [n_inlet * float(closed_form(z, d)) for d in (0.0, -0.1, -1.0)]
    print(f"  {z:4.0f}  {row[0]:.3e}  {row[1]:.3e}  {row[2]:.3e}")
print("halving distances (cm):", " ".join(f"{h:.2f}" for h in halvings))
print(f"exit N, equal dosing {n_inlet*plug_exit:.3e} cm^-3")
print(f"exit N / inlet N {plug_exit:.5f}")
print(f"asymptote v/(k L) {speed/(k_rate*length):.3e} cm^-3")
print(f"far power of z, integrated {power:.5f}")
print(f"10% excess NO: late decay rate {excess_rate:.5f} cm^-1")
print(f"exit change per 1% mismatch, first order {sensitivity:.2f} %")
print(f"1% mismatch: algebraic range ends near {100/inverse_length:.0f} cm")
print(f"N thermal speed {thermal_speed:.3e} cm/s")
print(f"wall loss probabilities {gamma_low:.0e} and {gamma_high:.0e}")
print(f"wall rate, low probability {k_wall:.4f} s^-1")
print(f"leftover NO, low probability {n_inlet*leftover:.3e} cm^-3")
print(f"final decay rate: formula {final_rate:.4f} s^-1")
print(f"final decay rate: integrated {measured_rate:.4f} s^-1")
print(f"wall crossover distance {speed/final_rate:.0f} cm")
print("changes of exit N relative to the plug-flow law:")
print(f"  wall loss, low probability {wall_low:.2f} %")
print(f"  wall loss, high probability {wall_high:.2f} %")
print(f"  side reactions in the gas {side_only:.2f} %")
print(f"  axial diffusion {axial_change:.2f} %")
print(f"  axial diffusion, first-order estimate {axial_estimate:.2f} %")
print(f"  laminar flow, NO uniform at inlet {percent(uniform_exit[0]):.2f} %")
print(f"  laminar flow, NO in core at inlet {percent(core_exit[0]):.2f} %")
print(f"  radial grid 20 to 40 cells, shift {grid_shift:.3f} %")
print(f"laminar slope of 1/N over k/v, 60 to 120 cm {slope_ratio:.4f}")
print(f"diffusion coefficients N {diff_N:.0f}, NO {diff_NO:.0f} cm^2/s")
print(f"radial mixing time of NO {1e3*mixing_time:.2f} ms")
print(f"pressure drop {drop_torr:.4f} Torr")
print(f"adiabatic heating by the reaction {heating:.2f} K")
print("all good")
```

Output:

```
pressure 2.0 Torr, temperature 300 K
tube radius 1.25 cm, length 60 cm
flow speed 1000 cm/s
inlet N density 1.00e+13 cm^-3
rate constant 3.00e-11 cm^3/s
gas density 6.438e+16 cm^-3
reaction length v/(k N0) 3.333 cm
reaction time 1/(k N0) 3.333 ms
residence time 60.0 ms, x at exit 18.00
z (cm); N (cm^-3) for equal NO, 10% excess NO, double NO:
     0  1.000e+13  1.000e+13  1.000e+13
     5  4.000e+12  3.597e+12  1.256e+12
    10  2.500e+12  2.063e+12  2.553e+11
    20  1.429e+12  9.957e+11  1.241e+10
    40  7.692e+11  3.771e+11  3.072e+07
    60  5.263e+11  1.768e+11  7.615e+04
halving distances (cm): 3.33 6.67 13.33 26.67
exit N, equal dosing 5.263e+11 cm^-3
exit N / inlet N 0.05263
asymptote v/(k L) 5.556e+11 cm^-3
far power of z, integrated -0.99990
10% excess NO: late decay rate 0.03000 cm^-1
exit change per 1% mismatch, first order 9.47 %
1% mismatch: algebraic range ends near 333 cm
N thermal speed 6.734e+04 cm/s
wall loss probabilities 1e-05 and 1e-04
wall rate, low probability 0.2694 s^-1
leftover NO, low probability 4.795e+10 cm^-3
final decay rate: formula 1.7078 s^-1
final decay rate: integrated 1.7078 s^-1
wall crossover distance 586 cm
changes of exit N relative to the plug-flow law:
  wall loss, low probability -2.90 %
  wall loss, high probability -25.55 %
  side reactions in the gas -0.06 %
  axial diffusion 1.00 %
  axial diffusion, first-order estimate 1.02 %
  laminar flow, NO uniform at inlet 2.38 %
  laminar flow, NO in core at inlet 3.34 %
  radial grid 20 to 40 cells, shift -0.003 %
laminar slope of 1/N over k/v, 60 to 120 cm 0.9921
diffusion coefficients N 110, NO 80 cm^2/s
radial mixing time of NO 1.33 ms
pressure drop 0.0415 Torr
adiabatic heating by the reaction 1.70 K
all good
```
